# Ring coupled cluster amplitudes and the plasmon formula for correlation energy: a numerical check

```python
"""
Result under test: for real symmetric A, B with A+B and A-B positive definite,
let X, Y hold the positive-frequency solutions of
    A X + B Y = X Omega,   B X + A Y = -Y Omega.
Then T = Y X^(-1) solves B + A T + T A + T B T = 0, and
    trace(B T)/2 = (sum(Omega) - trace(A))/2   (plasmon formula).
For closed-shell direct RPA: gap = e_a - e_i, K = (ia|jb), B = 2K,
A = diag(gap) + 2K. All energies are in hartree unless labelled otherwise.
"""
import numpy as np
from scipy.constants import value
from pyscf import gto, scf


def residual(A, B, T):
    return B + A @ T + T @ A + T @ B @ T


def rpa_modes(A, B):
    """Positive modes of the full 2N problem, with X'X - Y'Y = 1."""
    n = len(A)
    w, Z = np.linalg.eig(np.block([[A, B], [-B, -A]]))
    assert np.max(np.abs(w.imag)) < 1e-9
    order = np.argsort(w.real)[n:]
    omega, Z = w.real[order], Z.real[:, order]
    assert omega[0] > 0
    norm = np.sum(Z[:n]**2 - Z[n:]**2, axis=0)
    assert np.all(norm > 0)
    Z = Z / np.sqrt(norm)
    return omega, Z[:n], Z[n:]


def plasmon_energy(A, B):
    w = np.linalg.eigvals(np.block([[A, B], [-B, -A]])).real
    return 0.5 * (np.sum(w[w > 0]) - np.trace(A))


def iterate_riccati(A, B, step):
    """Solve the Riccati equation from T = 0 without any diagonalization."""
    T = np.zeros_like(A)
    for count in range(1, 5001):
        T = T - step * residual(A, B, T)
        if np.max(np.abs(residual(A, B, T))) < 1e-11:
            return T, count
    raise AssertionError("Riccati iteration did not converge")


def molecule_data(atoms, basis):
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    nocc = mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    K = np.einsum("pqrs,pi,qa,rj,sb->iajb", mol.intor("int2e"),
                  occ, vir, occ, vir, optimize=True)
    gap = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
    K = K.reshape(len(gap), len(gap))
    return mf.e_tot, nocc, vir.shape[1], gap, 0.5 * (K + K.T)


# --- H2 in a minimal basis: one excitation, all matrices are numbers ---
bond_h2 = 1.4
e_h2, _, _, gap_h2, K_h2 = molecule_data(
    [["H", (0, 0, 0)], ["H", (0, 0, bond_h2)]], "sto-3g")
B_h2 = 2 * K_h2
A_h2 = np.diag(gap_h2) + B_h2
om_h2, X_h2, Y_h2 = rpa_modes(A_h2, B_h2)
a, b = A_h2[0, 0], B_h2[0, 0]
t_h2 = Y_h2[0, 0] / X_h2[0, 0]
roots = np.roots([b, 2 * a, b]).real
roots = roots[np.argsort(np.abs(roots))]
assert abs(t_h2 - roots[0]) < 1e-10
assert abs(om_h2[0] - np.sqrt(a * a - b * b)) < 1e-10
assert abs(0.5 * b * t_h2 - 0.5 * (om_h2[0] - a)) < 1e-10
assert abs(0.5 * b * roots[1] - (0.5 * b * t_h2 - om_h2[0])) < 1e-9

# --- Water: the full matrix case ---
bond_w, angle_w = 1.81, 104.5
half = np.radians(angle_w / 2)
hy, hz = bond_w * np.sin(half), bond_w * np.cos(half)
e_w, nocc, nvir, gap, K = molecule_data(
    [["O", (0, 0, 0)], ["H", (0, hy, hz)], ["H", (0, -hy, hz)]], "6-31g")
B = 2 * K
A = np.diag(gap) + B
n = len(gap)
min_sum = np.linalg.eigvalsh(A + B)[0]
min_diff = np.linalg.eigvalsh(A - B)[0]
assert min_sum > 0 and min_diff > 0
omega, X, Y = rpa_modes(A, B)
# Close frequencies amplify rounding in the eigenvectors: tolerance 1e-7.
assert np.allclose(X.T @ X - Y.T @ Y, np.eye(n), atol=1e-7)
assert np.allclose(X.T @ Y, Y.T @ X, atol=1e-7)
T = np.linalg.solve(X.T, Y.T).T
res_T = np.max(np.abs(residual(A, B, T)))
norm_T = np.linalg.norm(T, 2)
assert res_T < 1e-9 and norm_T < 1
assert np.allclose(T, T.T, atol=1e-9)
e_trace = 0.5 * np.trace(B @ T)
e_plasmon = 0.5 * (omega.sum() - np.trace(A))
assert abs(e_trace - e_plasmon) < 1e-9

# Ring coupled cluster iteration, independent of the modes
pair_gap = gap[:, None] + gap[None, :]
T_ring, n_iter = iterate_riccati(A, B, 0.7 / pair_gap)
e_ring = 0.5 * np.trace(B @ T_ring)
diff_T = np.max(np.abs(T_ring - T))
assert diff_T < 1e-9 and abs(e_ring - e_plasmon) < 1e-9
ring_freq = np.sort(np.linalg.eigvals(A + B @ T_ring).real)
assert np.allclose(ring_freq, omega, atol=1e-8)

# Frequency integral of the logarithm of the response
nodes, weights = np.polynomial.legendre.leggauss(100)
e_freq = 0.0
for x, wt in zip(nodes, weights):
    u = (1 + x) / (1 - x)
    s = np.sqrt(2 * gap / (u * u + gap**2))
    Q = s[:, None] * B * s[None, :]
    logdet = np.linalg.slogdet(np.eye(n) + Q)[1]
    e_freq += wt * 2 / (1 - x)**2 * (logdet - np.trace(Q)) / (2 * np.pi)
assert abs(e_freq - e_plasmon) < 1e-7

# Spin orbitals: the Coulomb coupling is the same in all spin blocks
B_spin = np.kron(np.ones((2, 2)), K)
gap_spin = np.tile(gap, 2)
A_spin = np.diag(gap_spin) + B_spin
T_spin, _ = iterate_riccati(
    A_spin, B_spin, 0.7 / (gap_spin[:, None] + gap_spin[None, :]))
e_spin = 0.5 * np.trace(B_spin @ T_spin)
assert abs(e_spin - e_trace) < 1e-9
assert abs(plasmon_energy(A_spin, B_spin) - e_plasmon) < 1e-9

# Weak-coupling limit against the first ring iterate
e_second = -2 * np.sum(K**2 / pair_gap)
lam = 3e-3
e_weak = sum(plasmon_energy(np.diag(gap) + c * B, c * B)
             for c in (lam, -lam)) / (2 * lam**2)
# Remaining error: order lam**2 and rounding divided by lam**2.
assert abs(e_weak / e_second - 1) < 2e-4

# Another Riccati solution: one mode replaced by its negative partner
k = int(np.argmax(np.abs(np.diag(np.linalg.solve(X, Y)))))
X_alt, Y_alt = X.copy(), Y.copy()
X_alt[:, k], Y_alt[:, k] = Y[:, k], X[:, k]
T_alt = np.linalg.solve(X_alt.T, Y_alt.T).T
res_alt = np.max(np.abs(residual(A, B, T_alt)))
norm_alt = np.linalg.norm(T_alt, 2)
e_alt = 0.5 * np.trace(B @ T_alt)
assert res_alt < 1e-7 and norm_alt > 1
assert abs(e_alt - (e_plasmon - omega[k])) < 1e-7

# --- General matrices: A-B is not diagonal ---
rng = np.random.default_rng(7)
G, H = rng.normal(size=(2, 6, 6))
P = G @ G.T / 6 + 0.5 * np.eye(6)
R = H @ H.T / 6 + 0.5 * np.eye(6)
A_gen, B_gen = (P + R) / 2, (P - R) / 2
_, X_gen, Y_gen = rpa_modes(A_gen, B_gen)
T_gen, _ = iterate_riccati(A_gen, B_gen, 0.4 / np.linalg.norm(A_gen, 2))
assert np.allclose(T_gen, Y_gen @ np.linalg.inv(X_gen), atol=1e-8)
e_gen = 0.5 * np.trace(B_gen @ T_gen)
e_gen_plasmon = plasmon_energy(A_gen, B_gen)
assert abs(e_gen - e_gen_plasmon) < 1e-8

# --- Scalar model outside the stability condition ---
a_bad, b_bad = 1.0, 1.25
t_bad = np.roots([b_bad, 2 * a_bad, b_bad])
w_bad = np.linalg.eigvals(np.array([[a_bad, b_bad], [-b_bad, -a_bad]]))
assert np.min(np.abs(t_bad.imag)) > 0.1
assert np.allclose(np.abs(t_bad), 1) and np.allclose(w_bad.real, 0)

ev = value("Hartree energy in eV")
print("H2, STO-3G, Hartree-Fock reference")
print(f"bond length = {bond_h2:.2f} bohr")
print(f"Hartree-Fock energy = {e_h2:.6f} hartree")
print(f"orbital gap = {gap_h2[0]:.6f} hartree")
print(f"integral K = {K_h2[0, 0]:.6f} hartree")
print(f"A = {a:.6f} hartree")
print(f"B = {b:.6f} hartree")
print(f"Omega = {om_h2[0]:.6f} hartree")
print(f"X = {abs(X_h2[0, 0]):.6f} (dimensionless, magnitude)")
print(f"Y = {abs(Y_h2[0, 0]):.6f} (dimensionless, magnitude)")
print(f"t = Y/X = {t_h2:.6f} (dimensionless)")
print(f"other root t = {roots[1]:.6f} (dimensionless)")
print(f"half of B t = {0.5 * b * t_h2:.6f} hartree")
print(f"plasmon formula = {0.5 * (om_h2[0] - a):.6f} hartree")
print(f"half of B t, other root = {0.5 * b * roots[1]:.6f} hartree")
print("Water, 6-31G, Hartree-Fock reference, all electrons")
print(f"OH length = {bond_w:.2f} bohr")
print(f"HOH angle = {angle_w:.1f} degrees")
print(f"Hartree-Fock energy = {e_w:.6f} hartree")
print(f"occupied, virtual, excitations = {nocc}, {nvir}, {n} (counts)")
print(f"smallest eigenvalue of A+B = {min_sum:.6f} hartree")
print(f"smallest eigenvalue of A-B = {min_diff:.6f} hartree")
print(f"lowest Omega = {omega[0]:.6f} hartree")
print(f"sum of Omega = {omega.sum():.6f} hartree")
print(f"trace of A = {np.trace(A):.6f} hartree")
print(f"trace of BT = {np.trace(B @ T):.6f} hartree")
print(f"largest Riccati residual = {res_T:.1e} hartree")
print(f"spectral norm of T = {norm_T:.6f} (dimensionless)")
print(f"energy, half trace of BT = {e_trace:.8f} hartree")
print(f"energy, plasmon formula = {e_plasmon:.8f} hartree")
print(f"energy, ring iteration = {e_ring:.8f} hartree")
print(f"energy, frequency integral = {e_freq:.8f} hartree")
print(f"energy, spin orbitals = {e_spin:.8f} hartree")
print(f"plasmon energy converted = {e_plasmon * ev:.4f} eV")
print(f"damped ring iterations = {n_iter} (count)")
print(f"largest difference of the two T = {diff_T:.1e} (dimensionless)")
print(f"direct second-order energy = {e_second:.6f} hartree")
print(f"weak-coupling limit of plasmon = {e_weak:.6f} hartree")
print("Water, one mode exchanged for its negative partner")
print(f"Omega of exchanged mode = {omega[k]:.6f} hartree")
print(f"largest Riccati residual = {res_alt:.1e} hartree")
print(f"spectral norm of T = {norm_alt:.4f} (dimensionless)")
print(f"half trace of BT = {e_alt:.6f} hartree")
print("Random 6 by 6 pair, A-B not diagonal, model energy units")
print(f"half trace of BT = {e_gen:.8f} model units")
print(f"plasmon formula = {e_gen_plasmon:.8f} model units")
print("Unstable scalar model, model energy units")
print(f"A, B = {a_bad:.2f}, {b_bad:.2f} model units")
print(f"magnitude of imaginary Omega = {abs(w_bad[0].imag):.4f} model units")
print(f"real part of t = {t_bad[0].real:.4f} (dimensionless)")
print(f"imaginary part of t = +/-{abs(t_bad[0].imag):.4f} (dimensionless)")
print("finished without a failed check")
```

Printed output:

```
H2, STO-3G, Hartree-Fock reference
bond length = 1.40 bohr
Hartree-Fock energy = -1.116714 hartree
orbital gap = 1.248471 hartree
integral K = 0.181258 hartree
A = 1.610987 hartree
B = 0.362516 hartree
Omega = 1.569669 hartree
X = 1.006559 (dimensionless, magnitude)
Y = 0.114723 (dimensionless, magnitude)
t = Y/X = -0.113975 (dimensionless)
other root t = -8.773838 (dimensionless)
half of B t = -0.020659 hartree
plasmon formula = -0.020659 hartree
half of B t, other root = -1.590328 hartree
Water, 6-31G, Hartree-Fock reference, all electrons
OH length = 1.81 bohr
HOH angle = 104.5 degrees
Hartree-Fock energy = -75.983982 hartree
occupied, virtual, excitations = 5, 8, 40 (counts)
smallest eigenvalue of A+B = 0.749905 hartree
smallest eigenvalue of A-B = 0.704994 hartree
lowest Omega = 0.727799 hartree
sum of Omega = 233.530294 hartree
trace of A = 233.807182 hartree
trace of BT = -0.276888 hartree
largest Riccati residual = 3.9e-14 hartree
spectral norm of T = 0.194164 (dimensionless)
energy, half trace of BT = -0.13844402 hartree
energy, plasmon formula = -0.13844402 hartree
energy, ring iteration = -0.13844402 hartree
energy, frequency integral = -0.13844402 hartree
energy, spin orbitals = -0.13844402 hartree
plasmon energy converted = -3.7673 eV
damped ring iterations = 19 (count)
largest difference of the two T = 3.1e-13 (dimensionless)
direct second-order energy = -0.197397 hartree
weak-coupling limit of plasmon = -0.197398 hartree
Water, one mode exchanged for its negative partner
Omega of exchanged mode = 3.277389 hartree
largest Riccati residual = 3.4e-13 hartree
spectral norm of T = 14.9399 (dimensionless)
half trace of BT = -3.415833 hartree
Random 6 by 6 pair, A-B not diagonal, model energy units
half trace of BT = -0.39185483 model units
plasmon formula = -0.39185483 model units
Unstable scalar model, model energy units
A, B = 1.00, 1.25 model units
magnitude of imaginary Omega = 0.7500 model units
real part of t = -0.8000 (dimensionless)
imaginary part of t = +/-0.6000 (dimensionless)
finished without a failed check
```
